Which disorder keeps determinant weights positive in the half-filled Hubbard model?

**Question**

I am writing a determinant Monte Carlo code for the repulsive Hubbard model at half filling on a bipartite lattice. I know that the weights of the clean model are nonnegative because the spin-up and spin-down determinants have the same sign. Now I want to add (a) random hopping amplitudes, (b) a uniform Zeeman field, (c) random or staggered site energies.

My confusion is this. A Zeeman field makes the two spin species different, so I would expect it to spoil the pairing of the determinants. A staggered site energy treats both spins alike and even keeps the lattice half filled, so I would expect it to be harmless. I am told it is the other way round. As a trial I enumerated all auxiliary fields on an open chain of four sites with random site energies, and found no negative weight at all. Which of these terms are safe, and can the failure be seen on four sites?

**Answer**

Your trial used a geometry in which no negative weight can occur, whatever the site energies. Close the chain into a ring and the difference between the terms appears. I first fix the weight, then derive the relation between the two determinants, then construct a negative weight.

**The model and its weight**

Write the Hamiltonian in particle-hole symmetric form:

H = −Σ_ijσ T_ij c†_iσ c_jσ + Σ_i ε_i n_i − Σ_i h_i (n_i↑ − n_i↓) + U Σ_i (n_i↑ − ½)(n_i↓ − ½)

Here U > 0, n_i = n_i↑ + n_i↓, and T is real, symmetric, without diagonal elements and the same for both spins. The Zeeman field h_i may depend on the site; yours is h_i = h. Its axis is no restriction for a uniform field: the interaction equals ½(n_i − 1)² − ¼ on each site, so it is invariant under spin rotations, as is the hopping, and we may take the spin axis along the field.

Split β into L slices of length Δτ. On each site and slice use a field s = ±1:

exp[−ΔτU(n↑ − ½)(n↓ − ½)] = ½ e^(−ΔτU/4) Σ_s exp[λs(n↑ − n↓)],  cosh λ = e^(ΔτU/2)

For an empty or doubly occupied site, the left side is e^(−ΔτU/4), and on the right the sum is 2, which gives the same. For a singly occupied site, the left side is e^(+ΔτU/4), and the right side is e^(−ΔτU/4) cosh λ = e^(+ΔτU/4). The identity holds on all four states, and λ is real because U > 0.

For a given field the two spins are now independent. Let S_l be the diagonal matrix of the fields in slice l, and σ = +1 for up, −1 for down. Define

K_σ = −T + ε − σh
B_l^σ = e^(−ΔτK_σ) e^(σλS_l)
A_σ = B_L^σ … B_1^σ

with ε and h read as diagonal matrices. The exponential of a one-body operator acts on a Slater determinant by multiplying each orbital by the corresponding matrix. A product of exponentials therefore multiplies each orbital by A_σ. The trace over N-particle states is the sum of the principal N×N minors of A_σ, which I call e_N. Summing over N gives

D_σ = Σ_N e_N = det(1 + A_σ),  W(s) = D↑ D↓

The omitted constant from the decoupling is positive.

**Relating the two determinants**

Every B is invertible, so

det(1 + A↓) = det A↓ · det(1 + A↓⁻¹) = det A↓ · det(1 + A↓^(−T))

where −T as an exponent means inverse transpose; the last step holds because a determinant is unchanged by transposition. Inversion and transposition each reverse the order of a product, so together they keep the slice order:

A↓^(−T) = (B_L↓)^(−T) … (B_1↓)^(−T)

For one slice, using that K↓ and S_l are symmetric,

(B_l↓)⁻¹ = e^(λS_l) e^(ΔτK↓)
(B_l↓)^(−T) = e^(ΔτK↓) e^(λS_l) = exp[Δτ(−T + ε + h)] e^(λS_l)

The field factor is now that of spin up. Let P be diagonal with +1 on sublattice A and −1 on sublattice B. Conjugation by P leaves diagonal matrices alone and does not change the determinant:

P (B_l↓)^(−T) P = exp[−Δτ(PTP − ε − h)] e^(λS_l)

Compare this with the spin-up matrix, exp[−Δτ(−T + ε − h)] e^(λS_l). It is the spin-up matrix of a model with hopping −PTP, site energies −ε and the same h. The prefactor follows from det e^X = e^(tr X) and tr T = 0:

det A↓ = exp[−β Σ_i (ε_i + h_i) − λ Σ_il s_il]

Therefore

D↓(T, ε, h) = exp[−β Σ(ε_i + h_i) − λ Σ s_il] · D↑(−PTP, −ε, h)

**Bonds and Zeeman field: safe**

If T joins only opposite sublattices, each element of PTP acquires one factor −1, so −PTP = T. This uses neither the size nor the sign of a bond. With ε = 0,

W = exp[−β Σh_i − λ Σs_il] · (D↑)² ≥ 0

This holds for any L and Δτ, for any real bond disorder, and for any Zeeman field along the decoupling axis, even a random one. It does not say that D↑ is positive, only that both determinants change sign together.

The physical reading resolves your puzzle. The algebra is a particle-hole transformation of the down spins alone. A down electron has Zeeman energy +h, so a down hole has −h, the same as an up electron. The field thus acts as a common potential on the two species that must match. A site energy ε acts on up electrons as +ε and on down holes as −ε, and that splits them.

**Site energies: no guarantee**

For bipartite T and ε ≠ 0 the relation gives

sign W = sign[ D↑(ε) D↑(−ε) ]

with the same T, h and field s in both factors. A negative weight requires D↑ to have opposite signs at ε and −ε.

Why does half filling not help for staggered energies? On the uniform ring, a particle-hole transformation of both spins sends ε to −ε and N to 8 − N, and a shift by one site restores ε. Hence ⟨N⟩ = 4 at h = 0. But the shift also moves the auxiliary field. The symmetry relates weights of different fields, and says nothing about the sign of one of them.

**Where four sites are not enough**

On an open chain, number the sites along the chain and write the basis states with creation operators in that order. A nearest-neighbour hop never passes another particle of the same spin, so it produces no fermion sign. If a bond is negative, redefine the signs of the orbitals along the chain to make it positive. Then minus the one-body Hamiltonian has nonnegative off-diagonal elements in Fock space. Adding a constant makes the diagonal nonnegative too, so its exponential has nonnegative elements. The field factors are positive and diagonal. The trace is a sum of nonnegative terms, including 1 from the vacuum, so D↑ and D↓ are each positive for any ε and h. That is what your enumeration found.

The number of slices matters too. Put E = e^(−ΔτK↑), which is positive definite, and F_l = e^(λS_l), which is positive and diagonal. For L = 2,

A↑ = E F_2 E F_1 = Q F_1,  Q = E F_2 E

Q is positive definite, and Q F_1 is similar to F_1^½ Q F_1^½, which is positive definite as well. All eigenvalues of A↑ are positive, so D↑ > 0. The case L = 1 is the same with Q = E, and spin down follows in the same way. A negative weight needs a closed loop or another graph that allows exchange, and at least three slices.

**A negative weight built by hand**

Take a ring 1-2-3-4-1 with hopping t, h = 0, and energies +ε on sites 1 and 3, −ε on 2 and 4. Use three slices whose fields are +1 on the pairs {1,2}, {2,3}, {1,3} respectively, and −1 elsewhere.

Consider the two-particle part e_2 of D↑. The minors of a product are sums of products of minors, so e_2 is a sum over closed sequences of three pairs. The favoured pair in a slice contributes e^(2λ), a pair sharing one site with it contributes 1, and the opposite pair e^(−2λ). The sequence of favoured pairs gives

e^(6λ) · M(12,23) · M(23,13) · M(13,12)

where M(ab,cd) is the minor of E with rows a,b and columns c,d. All other two-particle sequences carry at most e^(4λ). With one or three particles, each slice gives at most e^λ, hence at most e^(3λ) in total. The empty and full sectors give 1 each, because Σs = 0 and Σε = 0. At large λ the displayed term decides the sign, provided that it is not zero.

To find E, use A± = (|1⟩ ± |3⟩)/√2 and B± = (|2⟩ ± |4⟩)/√2. The hopping couples A+ to B+ with strength 2t, and annihilates A− and B−. Set

a = Δτε,  b = 2Δτt,  R = √(a² + b²),  C = cosh R,  S = sinh R / R

On (A+, B+) the exponent −ΔτK is the matrix with diagonal (−a, a) and off-diagonal b. Its square is R² times the unit matrix, so its exponential is C plus S times the matrix itself. On A− and B− the exponentials are e^(−a) and e^a. Returning to sites,

E_12 = E_23 = bS/2
E_13 = ½(C − aS − e^(−a))
E_22 = ½(C + aS + e^a)

The first minor is

M(12,23) = E_12 E_23 − E_13 E_22
= ¼[ b²S² − (C − aS − e^(−a))(C + aS + e^a) ]

Multiply out the product. Since C² − R²S² = 1, we have (C − aS)(C + aS) = 1 + b²S². The two exponentials multiply to −1. The cross terms are

e^a(C − aS) − e^(−a)(C + aS) = 2C sinh a − 2aS cosh a

Thus the 1 and the b²S² cancel, leaving

M(12,23) = ½[ aS cosh a − C sinh a ]

This is odd in a. It is negative for a > 0: dividing the bracket by C a cosh a gives tanh R / R − tanh a / a, and tanh x / x decreases while R > a. For short slices it tends to −(2/3)Δτ³t²ε.

The other two minors are equal. Because E_33 − E_13 = e^(−a),

M(23,13) = E_21 E_33 − E_23 E_31 = (bS/2) e^(−a)
M(13,12) = E_11 E_32 − E_12 E_31 = (bS/2) e^(−a)

They are positive for either sign of ε. So the leading term changes sign with ε, and for large enough λ the weight of this field is negative. This construction relies on ε being part of E. If ε is instead placed in the diagonal factor together with the field, E is that of the clean ring, M(12,23) vanishes, and this term is absent.

The first minor has a simple meaning. To lowest order in hopping, the pair {2,3} can become {1,2} in two ways. Through {1,3}, particle 2 moves to 1 and particle 3 moves to 2. Through {2,4}, particle 2 stays while particle 3 goes round by site 4 to site 1. The final positions are interchanged between the two routes, so their fermion signs are opposite. Without site energies they cancel. The intermediate energies are 2ε and −2ε, so staggering favours one route, and reversing ε favours the other.

**Numbers for this field**

Take t = 1, U = 8, ε = 1 and Δτ = 0.5, with energies in units of t. Then cosh λ = e², so λ = 2.6885 and e^(6λ) = 1.013 × 10⁷. The formulas give M(12,23) = −0.0967 and 0.3705 for each of the other minors:

leading term = 1.013 × 10⁷ × (−0.0967) × 0.3705² ≈ −1.34 × 10⁵

The full 4×4 determinant is D↑(ε) = −8.87 × 10⁴, so the remaining terms add about +4.6 × 10⁴ and do not restore the sign. With ε reversed, the minors are +0.0967 and 1.0072 (twice), the leading term is +9.93 × 10⁵, and the full determinant is +1.565 × 10⁶. Since Σs = Σε = 0, the prefactor in the general relation is 1, and D↓(ε) = D↑(−ε). Hence

W = (−8.87 × 10⁴)(1.565 × 10⁶) ≈ −1.39 × 10¹¹

At ε = 0 the leading term vanishes and D↑ = +1.20 × 10⁵. By continuity, this particular field therefore keeps a positive weight for sufficiently small ε. At the other end, U = 0 gives λ = 0 and A↑ = E^L, which is positive definite, so no field then has a negative weight. With bipartite hopping, a negative weight therefore needs both site energies and interaction.

**All fields on the ring**

With L = 4, so β = 2, there are 2¹⁶ = 65536 fields. I computed D↑ and D↓ for each one as a trace over the 16 Fock states of one spin species, and counted negative values. The disordered bonds 12, 23, 34, 41 are 1.3, 0.6, 0.9, −0.7; the uniform Zeeman field is 0.8; the random energies are 1.5, −0.6, 0.4, −1.3.

Fields with D↑ < 0, then fields with W < 0:
- clean ring: 512, 0
- disordered bonds: 448, 0
- uniform Zeeman field: 576, 0
- disordered bonds and uniform Zeeman field: 496, 0
- staggered energies ±1: 832, 1408
- random energies: 992, 1728

The first four lines show the pairing at work: hundreds of fields have a negative D↑, and in each of them D↓ is negative too. In the last two lines the pairing is broken. For staggered energies and fewer slices, the count of negative weights is 48 out of 4096 fields at L = 3 and zero out of 256 at L = 2, as the argument above requires.

The random set above happens to resemble a staggered pattern, so I also drew 100 sets of site energies uniformly from [−1.5, 1.5] and subtracted the mean of each set. All 100 had some negative weight. In 100 draws of random bonds combined with random site-dependent Zeeman fields from the same interval, none had any.

How much do the negative weights matter? The average sign is ⟨sign⟩ = ΣW / Σ|W|, and 1 − ⟨sign⟩ is twice the share of negative fields in Σ|W|. It is 0.0038 for the staggered and 0.0034 for the random energies. Thus 2.1% of the fields are negative in the staggered case, but they carry only about 0.19% of the absolute weight. This is mild on four sites at β = 2 and says little about a large lattice. There ⟨sign⟩ is a ratio of two partition functions, and it falls exponentially with β times the volume if their free-energy densities differ.

These counts belong to the chosen time step, which is coarse. For the staggered ring, ln Z is 21.76 with the time step and 20.17 from diagonalizing H, so Z is too large by a factor of about 5. The positivity result does not depend on Δτ; the counts and average signs do. For the staggered ring at β = 2, sampling with Δτ = 0.25 or 0.125 gives 1 − ⟨sign⟩ of a few times 10⁻⁴ or less, an order of magnitude below 0.0038. They also depend on where ε enters the splitting. With ε in the diagonal factor, B = e^(ΔτT) e^(σλS − Δτε), the relation between the determinants holds unchanged. For staggered energies, however, no field is negative at L = 3 and 320 are negative at L = 4, with 1 − ⟨sign⟩ = 1.8 × 10⁻⁶.

**Two neighbouring cases**

A uniform site energy is a chemical potential. It multiplies A↑ by e^(−βε), so

D↑(±ε) = Σ_N e^(∓βεN) e_N

with e_N taken at ε = 0. The sectors are weighted differently for the two signs, and the determinants can disagree. On the clean ring with ε = +1, 192 fields have W < 0, though 1 − ⟨sign⟩ is only 2.6 × 10⁻⁶; the mean particle number is 3.986. Random energies with zero mean can also move the filling slightly: the set above gives 3.9995. Both means come from the 256-state many-body trace with the same time step.

A bond within a sublattice breaks the other condition. Such an element is unchanged in PTP, so −PTP reverses its sign, and D↓ is tied to D↑ of a different hopping matrix. A diagonal bond of 0.5 between sites 1 and 3, without site energies, gives 2144 fields with W < 0.

For your code: random bonds between the sublattices and the Zeeman field need no sign bookkeeping, provided the decoupling axis is taken along the field. With the n↑ − n↓ decoupling and a uniform transverse field of 0.8 on the clean ring above, 27456 of the 65536 weights are negative. With site energies, record the sign of W and reweight with it, even when the energies are staggered and the filling stays at one half.
